# Exhaustive search for 16-atom quasirandom cells of equiatomic silicon-germanium: a numerical check

```python
"""
Exhaustive search for a 16-atom special quasirandom structure of Si0.5Ge0.5.

Result under test: among ALL periodic 16-atom diamond-lattice cells with 8 Si and
8 Ge, there is a first neighbour shell at which no cell can still have the pair
correlations of the random alloy (zero) together with all nearer shells.

Symbols: spin = +1 for Si, -1 for Ge; Pi = mean spin product over a pair orbit;
Z = neighbours per site in the orbit; lengths are in a/4 (a = cubic lattice
constant) unless nm is stated.  A shell holds all pairs of one distance; it
passes only if every symmetry-distinct orbit in it has Pi = 0.
"""
from itertools import product, permutations, combinations
from collections import defaultdict
import numpy as np
from scipy.constants import k as k_boltzmann, e as charge

FCC = np.array([[0, 2, 2], [2, 0, 2], [2, 2, 0]])
FCC_INVERSE_TIMES_4 = np.array([[-1, 1, 1], [1, -1, 1], [1, 1, -1]])
MAX_NORM2 = 59
rng = np.random.default_rng(7)


def all_cells(index):
    """Every sublattice of the given index, once, as a Hermite normal form."""
    cells = []
    for a, d, f in product(range(1, index + 1), repeat=3):
        if a * d * f == index:
            for b, c, g in product(range(d), range(f), range(f)):
                cells.append(np.array([[a, b, c], [0, d, g], [0, 0, f]]))
    return cells


def coset_index(cell, n):
    """Number 0..7 of the primitive cell equivalent to integer coordinates n."""
    n = np.array(n)
    n = n - (n[..., 0] // cell[0, 0])[..., None] * cell[0]
    n = n - (n[..., 1] // cell[1, 1])[..., None] * cell[1]
    return (n[..., 0] * cell[1, 1] + n[..., 1]) * cell[2, 2] + n[..., 2] % cell[2, 2]


def representatives(cell):
    return np.array(list(product(*[range(cell[i, i]) for i in range(3)])))


def neighbour_matrix(cell, vectors):
    """Count of neighbours j of site i reached by the given vectors."""
    odd = int(vectors[0, 0] % 2)
    shifts = ((vectors - odd) @ FCC_INVERSE_TIMES_4) // 4
    targets = coset_index(cell, representatives(cell)[:, None] + shifts[None])
    block = np.zeros((8, 8))
    np.add.at(block, (np.arange(8)[:, None], targets), 1)
    matrix = np.zeros((16, 16))
    if odd:
        matrix[:8, 8:], matrix[8:, :8] = block, block.T
    else:
        matrix[:8, :8] = matrix[8:, 8:] = block
    return matrix


def correlation(cell, vectors, spins):
    matrix = neighbour_matrix(cell, vectors)
    return np.einsum('ci,ci->c', spins @ matrix, spins) / (16 * len(vectors))


def site_positions(cell):
    first = representatives(cell) @ FCC
    return np.vstack([first, first + 1])


def geometric_correlations(cell, spins):
    """Pi and Z from Cartesian positions only, without coset arithmetic."""
    inverse = np.linalg.inv(cell @ FCC)
    sites = site_positions(cell)
    offsets = np.array([v for v in product(range(-7, 8), repeat=3)
                        if 0 < v[0]**2 + v[1]**2 + v[2]**2 <= MAX_NORM2])
    total, number = defaultdict(float), defaultdict(int)
    for i in range(16):
        fraction = ((sites[i] + offsets)[:, None] - sites[None]) @ inverse
        hits = np.all(np.abs(fraction - np.rint(fraction)) < 1e-6, axis=2)
        for o, j in zip(*np.nonzero(hits)):
            key = tuple(sorted(abs(int(x)) for x in offsets[o]))
            total[key] += spins[i] * spins[j]
            number[key] += 1
    return {key: (total[key] / number[key], number[key] / 16) for key in number}


def reduced_basis(basis):
    """Short lattice vectors spanning the same cell."""
    basis = basis.copy()
    improved = True
    while improved:
        improved = False
        for i in range(3):
            for p, q in product((-1, 0, 1), repeat=2):
                trial = basis[i] + p * basis[(i + 1) % 3] + q * basis[(i + 2) % 3]
                if trial @ trial < basis[i] @ basis[i]:
                    basis[i] = trial
                    improved = True
    return basis[np.argsort((basis**2).sum(axis=1), kind='stable')]


# Pair orbits and shells
groups = defaultdict(list)
for v in product(range(-7, 8), repeat=3):
    norm2 = sum(x * x for x in v)
    even_site = all(x % 2 == 0 for x in v) and sum(v) % 4 == 0
    odd_site = all(x % 2 == 1 for x in v) and sum(v) % 4 == 3
    if 0 < norm2 <= MAX_NORM2 and (even_site or odd_site):
        groups[(norm2, tuple(sorted(abs(x) for x in v)))].append(v)
shells = defaultdict(list)
for (norm2, key) in sorted(groups):
    shells[norm2].append((key, np.array(groups[(norm2, key)])))
shells = list(shells.items())
orbits = [orbit for _, members in shells for orbit in members]
nearest, second = orbits[0][1], orbits[1][1]

# All cells and their classes under the 48 cubic operations
cells = all_cells(8)
divisor_count = sum(k * sum(j for j in range(1, k + 1) if k % j == 0)
                    for k in (1, 2, 4, 8))
assert len(cells) == divisor_count
grid = np.array(list(product(range(8), repeat=3)))
masks = [coset_index(cell, grid) == 0 for cell in cells]
lookup = {mask.tobytes(): i for i, mask in enumerate(masks)}
assert len(lookup) == len(cells)
images = []
for order in permutations(range(3)):
    for signs in product((1, -1), repeat=3):
        rotation = np.eye(3)[list(order)] * np.array(signs)
        action = np.rint(FCC @ rotation @ np.linalg.inv(FCC)).astype(int)
        moved = ((grid @ action) % 8) @ np.array([64, 8, 1])
        images.append([lookup[mask[moved].tobytes()] for mask in masks])
images = np.array(images)
shape_class = images.min(axis=0)
shape_count = len(np.unique(shape_class))
fixed_cells = (images == np.arange(len(cells))).sum()
assert fixed_cells == 48 * shape_count          # Burnside's lemma

# All fillings with 8 Si and 8 Ge, one site fixed as Si
fillings = -np.ones((6435, 16))
fillings[:, 0] = 1
for row, chosen in enumerate(combinations(range(1, 16), 7)):
    fillings[row, list(chosen)] = 1
assert np.all(fillings.sum(axis=1) == 0)

# Tests of the correlation machinery and of the general statements
compact = np.diag([2, 2, 2])
for number in rng.choice(len(cells), 3, replace=False):
    cell, spins = cells[number], fillings[rng.integers(6435)]
    direct = geometric_correlations(cell, spins)
    assert len(direct) == len(orbits)
    for key, vectors in orbits:
        assert abs(direct[key][0] - correlation(cell, vectors, spins[None])[0]) < 1e-12
        assert direct[key][1] == len(vectors)


def blind_mean(cell, vectors):
    image_fraction = np.trace(neighbour_matrix(cell, vectors)) / (16 * len(vectors))
    return image_fraction - (1 - image_fraction) / 15


zincblende = np.r_[np.ones(8), -np.ones(8)][None]
for cell in (compact, np.diag([1, 1, 8]), np.diag([1, 2, 4])):
    for key, vectors in orbits[:9]:
        values = correlation(cell, vectors, fillings)
        assert abs(values.mean() - blind_mean(cell, vectors)) < 1e-10
        steps = values * 2 * len(vectors)
        assert np.max(np.abs(steps - np.rint(steps))) < 1e-9
        expected = -1 if key[0] % 2 else 1
        assert correlation(cell, vectors, zincblende)[0] == expected
    neighbour_sum = fillings @ neighbour_matrix(cell, nearest)
    assert np.allclose((neighbour_sum**2).mean(axis=1),
                       4 + 12 * correlation(cell, second, fillings))
for cell in cells:                              # a far orbit is always periodic
    assert np.all(correlation(cell, 8 * second, fillings[:50]) == 1)

# Sieve: keep only fillings that match the random alloy, shell by shell
alive = [fillings] * len(cells)
survivor_counts = []
failing = None
for position, (norm2, members) in enumerate(shells):
    passed = []
    for cell, configs in zip(cells, alive):
        for key, vectors in members:
            if len(configs):
                configs = configs[np.abs(correlation(cell, vectors, configs)) < 1e-9]
        passed.append(configs)
    counts = np.array([len(configs) for configs in passed])
    for label in np.unique(shape_class):        # symmetry-related cells must agree
        assert len(set(counts[shape_class == label])) == 1
    survivor_counts.append(int(counts.sum()))
    if counts.sum() == 0:
        failing = position
        break
    alive = passed
assert failing is not None and failing > 0

# Rank the finalists by the failing shell, then by the later shells
scores, owners, averages = [], [], []
for number, (cell, configs) in enumerate(zip(cells, alive)):
    if len(configs) == 0:
        continue
    columns = []
    for position in range(failing, len(shells)):
        values = np.array([correlation(cell, vectors, configs)
                           for _, vectors in shells[position][1]])
        columns.append(np.abs(values).max(axis=0))
        if position == failing:
            weights = [len(vectors) for _, vectors in shells[position][1]]
            averages.extend(np.abs(np.average(values, axis=0, weights=weights)))
    shortest2 = (reduced_basis(cell @ FCC)[0]**2).sum()
    columns.append(np.full(len(configs), -float(shortest2)))
    scores.append(np.round(np.array(columns).T, 10))
    owners.extend((number, row) for row in range(len(configs)))
scores = np.vstack(scores)
best = np.lexsort(scores.T[::-1])[0]
winner_number, winner_row = owners[best]
winner, spins = cells[winner_number], alive[winner_number][winner_row]
best_error = scores[best, 0]
assert best_error > 0 and best_error == scores[:, 0].min()

# Independent geometric check of the winner
direct = geometric_correlations(winner, spins)
for position, (norm2, members) in enumerate(shells[:failing + 1]):
    worst = max(abs(direct[key][0]) for key, _ in members)
    assert (worst < 1e-12) if position < failing else abs(worst - best_error) < 1e-9
basis = reduced_basis(winner @ FCC)
assert abs(round(np.linalg.det(basis))) == 128
combos = np.array([n for n in product(range(-8, 9), repeat=3) if any(n)])
assert ((combos @ winner @ FCC)**2).sum(axis=1).min() == (basis[0]**2).sum()

# Effects that pair matching on ideal sites leaves out
neighbour_sum = neighbour_matrix(winner, nearest) @ spins
triplet = np.mean(spins * (neighbour_sum**2 - 4) / 12)
ge_neighbours = np.rint((4 - neighbour_sum) / 2).astype(int)
histogram = np.bincount(ge_neighbours, minlength=5)
directional = [correlation(winner, v[None], spins[None])[0] for v in nearest]
a_si, a_ge = 0.543, 0.566                      # nm, rough
a_alloy = (a_si + a_ge) / 2
bond_mismatch = np.sqrt(3) / 4 * (a_ge - a_si)
shell_distance = [a_alloy / 4 * np.sqrt(norm2) for norm2, _ in shells]
excess_mev, temperature = 8.0, 900.0           # rough unlike-bond energy, growth
coupling = excess_mev * 1e-3 * charge / (2 * k_boltzmann * temperature)
short_range_order = np.tanh(coupling)
every_filling = 2.0 * ((np.arange(2**16)[:, None] >> np.arange(16)) & 1) - 1
pair_values = correlation(compact, nearest, every_filling)
assert abs(pair_values.mean()) < 1e-12         # independent sites: random alloy
weights = np.exp(coupling * 32 * pair_values)  # 32 nearest-neighbour bonds
boltzmann_order = (weights * pair_values).sum() / weights.sum()
# the small periodic cell closes three four-bond loops on each bond: order tanh^3
assert abs(boltzmann_order - short_range_order) < 4 * short_range_order**3

print(f"cells: {len(cells)}, distinct shapes: {shape_count}")
print(f"fillings per cell (Si/Ge exchange removed): {len(fillings)}")
print(f"fillings searched in all: {len(cells) * len(fillings)}")
for position, count in enumerate(survivor_counts):
    print(f"survivors after shell {position + 1}: {count}")
print(f"FIRST FAILING SHELL: {failing + 1}, distance {shell_distance[failing]:.4f} nm")
print("orbits in it (a/4), Z:", [(key, len(v)) for key, v in shells[failing][1]])
print("smallest nonzero |Pi| by parity, per orbit:",
      [round(1 / (2 * len(v)), 5) for _, v in shells[failing][1]])
print(f"best worst-orbit |Pi| in failing shell: {best_error:.5f}")
print(f"finalists sharing it: {int((scores[:, 0] == best_error).sum())} of {len(scores)}")
print(f"least |shell-averaged Pi| there, any finalist: {min(averages):.5f}")
finalist_shapes = {int(shape_class[number]) for number, _ in owners}
print(f"distinct cell shapes among finalists: {len(finalist_shapes)}")
print(f"lattice constants Si, Ge, alloy (nm): {a_si}, {a_ge}, {a_alloy:.4f}")
print("chosen cell vectors (a/4):", basis.tolist())
print("their lengths (nm):",
      [round(float(a_alloy / 4 * np.linalg.norm(v)), 4) for v in basis])
fractions = site_positions(winner) @ np.linalg.inv(basis)
wrapped = np.rint((fractions - np.floor(fractions + 1e-9)) @ basis).astype(int)
for name, sign in (("Si", 1), ("Ge", -1)):
    chosen = wrapped[spins == sign].tolist()
    print(f"{name} sites (a/4):", chosen[:4])
    print(f"{name} sites (a/4):", chosen[4:])
print("shell | orbit (a/4) | nm | Z | Pi | mean Pi of blind filling")
for position, (norm2, members) in enumerate(shells[:max(10, failing + 1)]):
    for key, vectors in members:
        print(f"{position + 1} | {key} | {shell_distance[position]:.4f} | {len(vectors)}"
              f" | {direct[key][0]:+.5f} | {blind_mean(winner, vectors):+.5f}")
print(f"three-body Pi (atom and two neighbours): {triplet:+.5f}")
print("atoms with 0..4 Ge neighbours:", histogram.tolist(), "binomial: [1, 4, 6, 4, 1]")
print("Pi along the four bond directions:", [round(float(x), 4) for x in directional])
print(f"Ge-Ge minus Si-Si bond length: {bond_mismatch:.4f} nm")
print(f"failing shell minus previous shell: "
      f"{shell_distance[failing] - shell_distance[failing - 1]:.4f} nm")
print(f"unlike-bond energy {excess_mev} meV, growth temperature {temperature} K")
print(f"short-range order Pi_1, tree formula: {short_range_order:.5f}")
print(f"short-range order Pi_1, full Boltzmann sum: {boltzmann_order:.5f}")
print("no test failed")
```

Printed output:

```
cells: 155, distinct shapes: 20
fillings per cell (Si/Ge exchange removed): 6435
fillings searched in all: 997425
survivors after shell 1: 272806
survivors after shell 2: 29688
survivors after shell 3: 7656
survivors after shell 4: 1536
survivors after shell 5: 576
survivors after shell 6: 192
survivors after shell 7: 0
FIRST FAILING SHELL: 7, distance 0.7203 nm
orbits in it (a/4), Z: [((1, 1, 5), 12), ((3, 3, 3), 4)]
smallest nonzero |Pi| by parity, per orbit: [0.04167, 0.125]
best worst-orbit |Pi| in failing shell: 0.25000
finalists sharing it: 192 of 192
least |shell-averaged Pi| there, any finalist: 0.15625
distinct cell shapes among finalists: 1
lattice constants Si, Ge, alloy (nm): 0.543, 0.566, 0.5545
chosen cell vectors (a/4): [[0, 2, 2], [4, -2, 2], [-6, -6, 4]]
their lengths (nm): [0.3921, 0.6791, 1.3004]
Si sites (a/4): [[0, 0, 0], [-4, -4, 4], [-2, -2, 4], [0, -2, 2]]
Si sites (a/4): [[-2, -4, 6], [-5, -5, 5], [-3, -3, 5], [1, -3, 5]]
Ge sites (a/4): [[2, 0, 2], [0, -4, 4], [2, -2, 4], [-1, -3, 3]]
Ge sites (a/4): [[1, -1, 3], [-3, -5, 7], [-1, -5, 5], [-1, -1, 1]]
shell | orbit (a/4) | nm | Z | Pi | mean Pi of blind filling
1 | (1, 1, 1) | 0.2401 | 4 | +0.00000 | -0.06667
2 | (0, 2, 2) | 0.3921 | 12 | +0.00000 | +0.11111
3 | (1, 1, 3) | 0.4598 | 12 | +0.00000 | -0.06667
4 | (0, 0, 4) | 0.5545 | 6 | +0.00000 | -0.06667
5 | (1, 3, 3) | 0.6043 | 12 | +0.00000 | -0.06667
6 | (2, 2, 4) | 0.6791 | 24 | +0.00000 | +0.02222
7 | (1, 1, 5) | 0.7203 | 12 | -0.25000 | -0.06667
7 | (3, 3, 3) | 0.7203 | 4 | +0.12500 | -0.06667
8 | (0, 4, 4) | 0.7842 | 12 | +0.50000 | +0.46667
9 | (1, 3, 5) | 0.8201 | 24 | -0.12500 | -0.06667
10 | (0, 2, 6) | 0.8767 | 24 | +0.00000 | -0.06667
three-body Pi (atom and two neighbours): +0.16667
atoms with 0..4 Ge neighbours: [1, 4, 6, 4, 1] binomial: [1, 4, 6, 4, 1]
Pi along the four bond directions: [0.0, 0.0, 0.0, 0.0]
Ge-Ge minus Si-Si bond length: 0.0100 nm
failing shell minus previous shell: 0.0412 nm
unlike-bond energy 8.0 meV, growth temperature 900.0 K
short-range order Pi_1, tree formula: 0.05153
short-range order Pi_1, full Boltzmann sum: 0.05195
no test failed
```
